# Film electrostatics with electrodes: one tridiagonal solve per lateral wavevector

A ferroelectric film 20 nm thick lies between metal electrodes, with a 1 nm dead layer at each contact. If its normal polarization forms cosine stripes of period 10 nm and amplitude 0.30 C/m², the field at midplane under a stripe crest is 0.0006 V/nm. A uniform state with the same mean-square polarization has 0.40 V/nm there, some 700 times more. Yet the electrostatic cost of the stripes, 0.35 J/m², is still 41 % of the uniform value, 0.85 J/m². The field has evidently moved rather than vanished. A phase-field calculation must find out where it went, at every time step, with the electrodes treated correctly.

## What has to be solved

Let the electrodes lie at \(z=0\) and \(z=h\), each at one uniform potential, and let everything be periodic in \(x\) and \(y\). The order parameter is the polarization \(\mathbf P\). All other linear response is put into a background permittivity \(\varepsilon=\mathrm{diag}(\varepsilon_p,\varepsilon_p,\varepsilon_z)\), which may depend on \(z\) but not on \(x,y\). The response of \(\mathbf P\) itself belongs to the Landau energy and must not be counted again in \(\varepsilon\). With no free charge inside,

\[
\mathbf E=-\nabla\phi,\qquad \mathbf D=\varepsilon\mathbf E+\mathbf P,\qquad \nabla\cdot\mathbf D=0 .
\]

## First attempt: Fourier transform in all three directions

For uniform \(\varepsilon\), a transform in \(x,y,z\) turns Gauss's law into \(\mathbf K\cdot\varepsilon\mathbf K\,\phi_{\mathbf K}+i\mathbf K\cdot\mathbf P_{\mathbf K}=0\), which is solved by one division. But periodicity in \(z\) imposes \(\phi(0)=\phi(h)\), whereas a grounded pair of electrodes requires both values to be zero.

A sheet of bound charge \(s\cos kx\) at midplane shows the difference. Away from the sheet, \(\varepsilon_z\phi''=\varepsilon_pk^2\phi\), so the potential varies at the rate

\[
q=k\sqrt{\varepsilon_p/\varepsilon_z}.
\]

Here \(\phi\) is the amplitude of \(\cos kx\). The periodic solution is symmetric about the boundary, hence \(\phi=C\cosh qz\) below the sheet, with its mirror image above. The slope jumps by \(-2qC\sinh(qh/2)\), and Gauss's law sets \(-\varepsilon_z\) times this jump equal to \(s\). Therefore

\[
\phi(0)=C=\frac{s}{2\varepsilon_zq\sinh(qh/2)}\neq0 .
\]

With both electrodes grounded, the solution below the sheet is instead \(\phi=s\sinh qz/[2\varepsilon_zq\cosh(qh/2)]\). For this midplane sheet the error is small when \(qh\gg1\) and grows without bound as \(k\to0\). What matters is the distance from charge to electrode. Even for \(qh\gg1\), a sheet at distance \(z_0\ll h\) from the boundary leaves about \(e^{-qz_0}\) of its peak potential there, which is not small unless \(qz_0\gg1\). A potential odd about midplane escapes it, since oddness and periodicity together force zero at the boundary. A symmetric test case can therefore hide the fault.

The remedy is to transform the in-plane coordinates alone. Writing each field as a sum of terms \(f_{\mathbf k}(z)e^{i\mathbf k\cdot\mathbf r}\), with \(\mathbf r=(x,y)\), gives

\[
-(\varepsilon_z\phi')'+\varepsilon_pk^2\phi=-P_z'-i\mathbf k\cdot\mathbf P_\parallel .
\]

The wavevectors separate because \(\varepsilon\) has no lateral variation; otherwise its product with \(\nabla\phi\) would mix them. Uniform electrode potentials enter the \(k=0\) equation, and for every other \(\mathbf k\) both end values are zero.

## Second attempt: central differences on one set of points

The next temptation is to store \(\phi\) and \(\mathbf P\) at the same points \(z_j=jd\) and to replace \(P_z'\) by \((P_{z,j+1}-P_{z,j-1})/2d\). An alternating polarization \(P_{z,j}=(-1)^jP\) then has zero divergence at interior points. It creates no interior source, although a real stack of such layers has a depolarizing field of order \(P/\varepsilon_z\) in each layer. The electrostatic energy fails to oppose precisely the pattern it should oppose strongly.

There is a second requirement. The force on \(\mathbf P\) should be the derivative of the energy being monitored. Discretizing Gauss's law and the field separately does not guarantee this. It is safer to discretize one functional and derive both from it.

## The functional at fixed potentials

The field energy is \(\frac12\int\mathbf E\cdot\varepsilon\mathbf E\,dV\). The voltage sources contribute \(-\sum QV\), where \(Q\) is the free charge on an electrode. On a metal surface the charge density is \(-\mathbf D\cdot\mathbf n\), with \(\mathbf n\) pointing out of the film, so

\[
\sum QV=-\oint\phi\,\mathbf D\cdot\mathbf n\,dS=-\int\nabla\phi\cdot\mathbf D\,dV=\int\mathbf E\cdot\mathbf D\,dV,
\]

where \(\nabla\cdot\mathbf D=0\) was used. Subtracting this gives the electric enthalpy

\[
G=\int\left(-\tfrac12\mathbf E\cdot\varepsilon\mathbf E-\mathbf P\cdot\mathbf E\right)dV .
\]

Now regard \(G\) as a functional of \(\phi\) and \(\mathbf P\). Since \(\delta\mathbf E=-\nabla\delta\phi\),

\[
\delta_\phi G=\int\mathbf D\cdot\nabla\delta\phi\,dV
=\oint\delta\phi\,\mathbf D\cdot\mathbf n\,dS-\int\delta\phi\,\nabla\cdot\mathbf D\,dV .
\]

Stationarity for fixed electrode potentials is Gauss's law. The surface term says \(\partial G/\partial V=-Q\) for each electrode. Because \(G\) is stationary in \(\phi\), the change of \(\phi\) that accompanies a change of \(\mathbf P\) does not contribute to first order, and \(\delta G/\delta\mathbf P=-\mathbf E\). The stationary point is a maximum in \(\phi\), so a joint minimization over \(\phi\) and \(\mathbf P\) would be wrong: \(\phi\) has to be solved for at each \(\mathbf P\).

## The discrete equations

Put \(\phi\) on nodes \(j=0,\dots,N\), and all components of \(\mathbf P\), together with \(\varepsilon\), in the cells between them. Material interfaces then lie on nodes. In the cell between \(j\) and \(j+1\),

\[
E_z=-\frac{\phi_{j+1}-\phi_j}{d},\qquad
\mathbf E_\parallel=-i\mathbf k\,\frac{\phi_j+\phi_{j+1}}2 .
\]

Replace the integral in \(G\) by a sum over cells. Its variation per area, for one wavevector, is the real part of \(-d\sum\mathbf D\cdot\delta\mathbf E^*\). Complex conjugation reverses the sign of \(i\), so one cell contributes

\[
D_z(\delta\phi^*_{j+1}-\delta\phi^*_j)-\frac d2\,i\mathbf k\cdot\mathbf D_\parallel(\delta\phi_j^*+\delta\phi^*_{j+1}).
\]

Let superscripts \(-\) and \(+\) denote the cells below and above node \(j\). Collecting the coefficient of \(\delta\phi_j^*\) and reversing its sign gives

\[
D_z^+-D_z^-+\frac d2\,i\mathbf k\cdot(\mathbf D_\parallel^++\mathbf D_\parallel^-)=0 .
\]

This is flux balance over the two half-cells around the node. For the upper cell,

\[
D_z^+=-\varepsilon_z^+\frac{\phi_{j+1}-\phi_j}{d}+P_z^+,\quad
i\mathbf k\cdot\mathbf D_\parallel^+=\varepsilon_p^+k^2\frac{\phi_j+\phi_{j+1}}2+i\mathbf k\cdot\mathbf P_\parallel^+,
\]

and similarly below. With \(\alpha=\varepsilon_z/d\) and \(\beta=\varepsilon_pk^2d/4\) in each cell, the balance becomes

\[
\begin{aligned}
&(\beta^--\alpha^-)\phi_{j-1}+(\alpha^-+\beta^-+\alpha^++\beta^+)\phi_j+(\beta^+-\alpha^+)\phi_{j+1}\\
&\qquad=-(P_z^+-P_z^-)-\frac d2\,i\mathbf k\cdot(\mathbf P_\parallel^++\mathbf P_\parallel^-)\equiv R_j .
\end{aligned}
\]

The alternating \(P_z\) now produces a source \(\pm2P\) at every interior node. The blind spot has moved to an in-plane component that alternates from cell to cell, for which \(\mathbf P_\parallel^++\mathbf P_\parallel^-=0\). That is a milder defect. The true charge \(-i\mathbf k\cdot\mathbf P_\parallel\) alternates over the distance \(d\), so its potential is of order \(kPd^2/\varepsilon_z\) and its in-plane field of order \((kd)^2P/\varepsilon_z\). Its normal field is larger, of order \(kd\,P/\varepsilon_z\) at the cell faces, but for uniform \(\varepsilon\) it changes sign within each cell and averages to zero there. Both are small on a resolved grid.

At the electrodes the same variation gives the free charge densities

\[
\sigma_{\rm bottom}=D_z+\frac d2i\mathbf k\cdot\mathbf D_\parallel,\qquad
\sigma_{\rm top}=-D_z+\frac d2i\mathbf k\cdot\mathbf D_\parallel,
\]

evaluated in the first and last cell. The second term carries the flux from the cell centre to the metal surface.

## Solving and using them

Multiplying the matrix by \(\phi^*\) from the left, with zero end values, gives

\[
\sum_{\rm cells}\left(\alpha|\phi_{j+1}-\phi_j|^2+\beta|\phi_{j+1}+\phi_j|^2\right).
\]

This vanishes only if all differences vanish, and then the zero end values make every \(\phi_j\) zero. The matrix is thus positive definite, also at \(k=0\), where a fully periodic solver would have to treat the mean field separately.

Call the diagonal entry \(A_j\) and the coupling between nodes \(j-1\) and \(j\) \(B_j\). First move the known end potentials to the right: subtract \(B_1\phi_0\) from \(R_1\) and \(B_N\phi_N\) from \(R_{N-1}\). Starting from \(p_1=A_1\), \(S_1=R_1\), eliminate upwards for \(j=2,\dots,N-1\),

\[
p_j=A_j-\frac{B_j^2}{p_{j-1}},\qquad S_j=R_j-\frac{B_j}{p_{j-1}}S_{j-1},
\]

then set \(\phi_{N-1}=S_{N-1}/p_{N-1}\) and descend with \(\phi_j=(S_j-B_{j+1}\phi_{j+1})/p_j\). Positive definiteness makes every pivot \(p_j\) positive, so no row exchange is needed. The work is proportional to the number of cells, apart from the lateral fast Fourier transforms, and the recursion can run over all wavevectors at once.

One evaluation of the force therefore consists of transforming \(\mathbf P\) in each layer, solving for \(\phi_{\mathbf k}\), forming \(\mathbf E_{\mathbf k}\) in the cells, and transforming back. The field \(\mathbf E\) is added to minus the derivative of the Landau, gradient and elastic energies. Two details matter:

- If the forward transform is an unnormalized sum over lateral points, the \(k=0\) electrode values are the potentials times the number of those points.
- An odd number of points in each lateral direction avoids an unpaired highest mode. There \(+k\) and \(-k\) give the same samples, so the sign of a first derivative is undefined.

Three tests bear on the construction. A dense real-space solution, made without any Fourier transform, agrees with the separated one to rounding. Finite differences of \(G\) reproduce \(-\mathbf E\) and both electrode charges. A manufactured three-dimensional solution with \(z\)-dependent permittivity gives convergence orders of 1.98 to 2.00 for potential, field and charges.

## How thin the cells must be

Stability does not imply resolution. In a uniform region without sources, try \(\phi_j\propto r^j\):

\[
r+\frac1r=2\,\frac{\alpha+\beta}{\alpha-\beta}=2\,\frac{1+u^2}{1-u^2},\qquad u^2=\frac\beta\alpha=\left(\frac{qd}2\right)^2 .
\]

The decaying root is

\[
r=\frac{1-qd/2}{1+qd/2},
\]

as follows from \((1-u)^2+(1+u)^2=2(1+u^2)\). For small \(qd\), \(\ln r=-qd\,[1+(qd)^2/12+\dots]\), so the grid decay is slightly too fast. At \(qd=0.5\) the factor per cell is 0.600 instead of 0.607. At \(qd=3\) it is \(-0.20\) instead of \(+0.05\): the potential alternates in sign although the solve is stable.

A square lateral grid of spacing \(\Delta x\) has \(k<\sqrt2\,\pi/\Delta x\). Requiring \(qd<2\) for all its modes gives the sufficient condition \(d\le(\sqrt2/\pi)\,\Delta x\sqrt{\varepsilon_z/\varepsilon_p}\). This prevents alternation; accuracy requires \(qd\ll1\) for the modes that carry appreciable polarization.

## Where the stripe field went

The example uses round model parameters: relative background permittivities 20 laterally and 10 vertically in the film, and 5 in the isotropic dead layers. The polarization is prescribed, \(P_z=P_0\cos kx\) throughout the film and zero in the dead layers. Both electrodes are grounded. This isolates the electrostatics; it does not describe an equilibrium film. For the periods considered below, the crest potential across each 1 nm dead layer is 2.3 to 5.3 V, more than a real oxide layer would be expected to sustain. In a real film the polarization would be expected to shrink or rotate near the surfaces, or charge to enter. Such changes redistribute the field and need not lower it everywhere, so the fields and energies below belong to the prescribed pattern and are not predictions for a real film.

Let \(\zeta\) be the height above midplane, \(a=10\) nm half the film thickness and \(t=1\) nm the dead-layer thickness. Bound charge sits on the two film surfaces with opposite signs, so \(\phi\) is odd in \(\zeta\). If \(\phi_s\) is its amplitude at the upper surface,

\[
\phi=\phi_s\frac{\sinh q\zeta}{\sinh qa}\ \text{(film)},\qquad
\phi=\phi_s\frac{\sinh k(a+t-\zeta)}{\sinh kt}\ \text{(upper dead layer)} .
\]

Continuity of \(D_z\) at \(\zeta=a\) requires

\[
\varepsilon_dk\phi_s\coth kt=P_0-\varepsilon_zq\phi_s\coth qa,
\]

and hence

\[
\phi_s=\frac{P_0}{\varepsilon_dk\coth kt+\varepsilon_zq\coth qa}.
\]

For a 20 nm period the two terms are 0.04572 and 0.03935 F/m², so \(\phi_s=0.30/0.08507=3.527\) V. The grid solution with \(d=0.125\) nm agrees to better than 0.01 %.

Grounded electrodes make \(\int\mathbf E\cdot\mathbf D\,dV=\sum QV=0\), which reduces the enthalpy to \(G=-\frac12\int\mathbf P\cdot\mathbf E\,dV\). Across the film \(\int E_z\,d\zeta=-2\phi_s\) at a crest, and the lateral mean of \(\cos^2kx\) is one half. Thus \(G\) per area is \(P_0\phi_s/2=0.15\times3.527=0.529\) J/m².

The midplane crest field is \(-q\phi_s/\sinh qa\). For the 10 nm period, \(q=0.889\) nm\(^{-1}\) and \(qa=8.9\), which makes it exponentially small. Just inside the film surface, however, the field is \(-q\phi_s\coth qa\approx-0.889\times2.33=-2.1\) V/nm. It decays over \(1/q\approx1.1\) nm. This resolves the opening contrast: inside the film the depolarizing field is crowded into two thin surface regions. There, and in the adjoining dead layers, it still costs energy.

As the period grows from 10 to 20, 40 and 80 nm, \(G\) rises through 0.35, 0.53, 0.69 and 0.80 J/m². For \(kt,qa\ll1\), \(\phi_s\) tends to \(P_0/(\varepsilon_d/t+\varepsilon_z/a)\), the value for a film uniformly polarized with \(P_0\), and \(G\) approaches that of a uniform state with polarization \(P_0/\sqrt2\), 0.85 J/m². In the opposite limit, \(kt,qa\gg1\), both hyperbolic cotangents tend to one and

\[
\phi_s\to\frac{P_0}{k\left(\varepsilon_d+\sqrt{\varepsilon_p\varepsilon_z}\right)},
\]

so the cost falls in proportion to the period. The 10 nm stripes have \(kt=0.63\) and have not reached this limit. These energies do not select a domain period, because the domain-wall cost is absent.

The upper electrode carries a crest charge \(-\varepsilon_dk\phi_s/\sinh kt\). It is \(-0.097\) C/m² at period 10 nm and \(-0.234\) C/m² at 80 nm, or 32 % and 78 % of \(P_0\) in magnitude. For narrow stripes, more of the flux closes between neighbouring stripes before it reaches the metal.

If the dead layers disappear, \(\coth kt\to\infty\) and \(\phi_s\to0\). More generally, any \(P_z(x,y)\) that is independent of \(z\) and touches both grounded electrodes, with \(\mathbf P_\parallel=0\), makes every \(R_j\) zero. Positive definiteness then leaves \(\phi=0\): ideal electrodes screen the pattern completely, whatever its lateral shape.

## Grid error and bias

For the 10 nm period, cells of 0.5, 0.25 and 0.125 nm give relative errors in \(\phi_s\) of 0.25, 0.062 and 0.016 %, falling fourfold at each halving. The midplane field is less accurate, about 0.6 % too small in magnitude on the finest grid. The excess decay accumulates over the half-film: \(qa(qd)^2/12\approx0.9\) %. The grid slope at midplane raises the field by a relative \((qd)^2/4\approx0.3\) %, which leaves a deficit consistent with the computed one.

Applying 1 V to the top electrode changes the \(k=0\) mode alone if \(\mathbf P\) is held fixed. The added \(D_z\) is uniform, so the dead-layer field is \(\varepsilon_z/\varepsilon_d=2\) times the film field. The film field is therefore \(-1/(20+2\times1\times2)=-0.0417\) V/nm, for any stripe period, and the added top charge is 0.0037 C/m². This is the background response. During switching \(\mathbf P\) changes as well, and the electrode charges must be evaluated again from the expressions for \(\sigma_{\rm bottom}\) and \(\sigma_{\rm top}\), including their in-plane term.

The separation fails if the background permittivity varies laterally, for instance between film and an embedded pore. The modes are then coupled, and the tridiagonal solve can serve as a preconditioner for an iterative solution. Mobile charge adds a source to \(R_j\); if its density depends nonlinearly on \(\phi\), the problem also becomes nonlinear. The computed values behind the figures quoted here are in the numerical output below.

## Calculated quantities

```
TESTS
convergence order, potential: 2.000
convergence order, field: 1.977
convergence order, bottom charge: 2.000
convergence order, top charge: 2.000
largest difference from dense solve: 3.3e-16 (model units)
error of dG/dP against -E: 2.4e-14 (model units)
largest field, bare electrodes: 0.0e+00 (model units)
qd=0.5: grid factor 0.6000, continuum 0.6065
qd=3.0: grid factor -0.2000, continuum 0.0498
EXAMPLE INPUTS
film 20 nm, each dead layer 1 nm
polarization amplitude 0.30 C/m^2
relative permittivity: film lateral 20, film vertical 10, dead 5
cell thickness for tables 0.125 nm
INTERMEDIATE VALUES, PERIOD 20 nm
k = 0.31416 1/nm, q = 0.44429 1/nm, qd = 0.05554
dead-layer term 0.04572 F/m^2
film term 0.03935 F/m^2
STRIPES: values at the crest; G is averaged over the period
period nm | phi_s V (closed form) | E_mid V/nm (closed form)
 10 | 2.33272 (2.33236) | -0.000570 (-0.000573)
 20 | 3.52687 (3.52664) | -0.036852 (-0.036863)
 40 | 4.63176 (4.63165) | -0.225845 (-0.225829)
 80 | 5.30142 (5.30137) | -0.435024 (-0.435010)
period nm | top charge C/m^2 (closed form) | G J/m^2 (closed form)
 10 | -0.09672 (-0.09676) | 0.34991 (0.34985)
 20 | -0.15358 (-0.15359) | 0.52903 (0.52900)
 40 | -0.20421 (-0.20421) | 0.69476 (0.69475)
 80 | -0.23446 (-0.23446) | 0.79521 (0.79521)
UNIFORM STATE WITH THE SAME MEAN-SQUARE POLARIZATION
polarization 0.21213 C/m^2, phi_s 3.99306 V
film field -0.39931 V/nm, top charge -0.17678 C/m^2
G 0.84706 J/m^2
GRID REFINEMENT, PERIOD 10 nm
d=0.500 nm: phi_s 2.338203 V, relative error 0.2506 %
d=0.250 nm: phi_s 2.333810 V, relative error 0.0623 %
d=0.125 nm: phi_s 2.332720 V, relative error 0.0155 %
BIAS 1.0 V ON TOP ELECTRODE, PERIOD 20 nm
added film field -0.041667 V/nm
added top charge 0.003689 C/m^2
```
